\section*{Leading relativistic correction to the helium ground-state energy, part 1}

(Sections cited here and not found follow in the second part.)

\section{Problem}

The leading relativistic correction to the energy of a light atom carries one factor $1/c^2$, and the operators that enter it have the forms $p^4/(m^3c^2)$, $e^2p^2/(m^2c^2r)$, $e^2\hbar p/(m^2c^2r^2)$ (spin--orbit) and $e^2\hbar^2/(m^2c^2r^3)$, the last including the contact form $e^2\hbar^2\delta(\mathbf r)/(m^2c^2)$. In Hartree atomic units the speed of light is $1/\alpha$, so the correction is $\Delta E=\alpha^2E_2$ with $E_2$ a pure number of hartree. Rescaling all lengths by $1/Z$ turns $p^4$ and $Z\delta(\mathbf r_1)$ into $Z^4$ times $Z$-free operators, turns the two-electron terms into $Z^3$ times such operators, and leaves the repulsion in the nonrelativistic problem with relative strength $1/Z$. Hence $E_2=Z^4(e_0+e_1/Z+\dots)$, where $e_0$ belongs to two independent hydrogenic electrons. Symmetry removes the spin. A singlet is a scalar in spin space, so $\langle\mathbf s_1\rangle=\langle\mathbf s_2\rangle=0$ and $\langle s_1^is_2^j\rangle\propto\delta_{ij}$: the spin--orbit terms and the traceless part of the spin--spin term vanish, and only rotational scalars in the coordinates survive.

Take a point nucleus of infinite mass, $Z=2$, $\mathbf r=\mathbf r_1-\mathbf r_2$, $r=|\mathbf r|$, and
\begin{equation}
H_0=\tfrac12(p_1^2+p_2^2)+V,\qquad V=-\frac{Z}{r_1}-\frac{Z}{r_2}+\frac1r,\qquad H_0\psi=E\psi ,
\end{equation}
with $\psi$ the real, normalized $1\,^1S$ spatial function. The Breit--Pauli operator is given as $\alpha^2H_2$,
\begin{align}
H_2={}&-\tfrac18(p_1^4+p_2^4)+\tfrac18(\nabla_1^2+\nabla_2^2)V-\tfrac12\,p_1^iW_{ij}\,p_2^j-\tfrac{8\pi}{3}\,\mathbf s_1\!\cdot\!\mathbf s_2\,\delta(\mathbf r)\nonumber\\
&+H_{\rm dip}+H_{\rm so},\qquad W_{ij}=\frac{\delta_{ij}}{r}+\frac{r_ir_j}{r^3},
\end{align}
where $H_{\rm dip}$ is the traceless spin--spin tensor term and $H_{\rm so}$ collects the terms linear in a spin. It is used in first order only. Reduce $E_2=\langle H_2\rangle$ for this state, derive all matrix elements in the basis $e^{-ar_1-br_2-cr}$, and evaluate each term. In place of a comparison with tabulated values, verify each term by an evaluation that is independent of the first one, and estimate the basis error.

\section{Solution}

\subsection{Reduction for the singlet S state}

With $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$ the Darwin term is
\begin{equation}
\tfrac18(\nabla_1^2+\nabla_2^2)V=\tfrac{Z\pi}{2}\,[\delta(\mathbf r_1)+\delta(\mathbf r_2)]-\pi\,\delta(\mathbf r),
\end{equation}
because both Laplacians act on $1/r$ and give $2\cdot(-4\pi)/8=-\pi$. For the singlet $\mathbf s_1\!\cdot\!\mathbf s_2=\tfrac12(S^2-\tfrac34-\tfrac34)=-\tfrac34$, so the contact term is $+2\pi\delta(\mathbf r)$. Since $\psi$ is symmetric, $\langle\delta(\mathbf r_2)\rangle=\langle\delta(\mathbf r_1)\rangle$, and
\begin{equation}
E_2=-\tfrac18\langle p_1^4+p_2^4\rangle+Z\pi\langle\delta(\mathbf r_1)\rangle+\pi\langle\delta(\mathbf r)\rangle+E_{oo}.
\label{E2}
\end{equation}

Two points of definition matter. First, $\langle p_1^4\rangle$ means $\int(\nabla_1^2\psi)^2$. The cusp $\psi\simeq\psi_0(1+r/2)$ makes $\nabla_1^2\psi\simeq\psi_0/r$, which is square integrable, but a second Laplacian produces $-4\pi\psi_0\delta(\mathbf r)$; the nuclear cusp $\psi_0(1-Zr_1)$ likewise produces $+8\pi Z\psi_0\delta(\mathbf r_1)$. Evaluating $\psi\nabla_1^4\psi$ pointwise drops these terms and gives a number that does not belong with the coefficients in \eqref{E2}. Second, the tensor $W$ is free of divergence,
\begin{equation}
\partial_iW_{ij}=-\frac{r_j}{r^3}+\frac{3r_j+r_j}{r^3}-\frac{3r_j}{r^3}=0 ,
\end{equation}
with no delta term since $W\sim1/r$. The order of $p_1$ and $W$ is therefore immaterial. With $(p_1\psi)^*=+i\nabla_1\psi$ and $p_2\psi=-i\nabla_2\psi$,
\begin{equation}
E_{oo}=-\tfrac12\int\nabla_1\psi\cdot W\cdot\nabla_2\psi .
\label{oo}
\end{equation}
For a product $\phi(\mathbf r_1)\phi(\mathbf r_2)$ of a real orbital the integrand is $\tfrac14\nabla_1\phi^2\cdot W\cdot\nabla_2\phi^2$, and one integration by parts gives zero. The orbit--orbit energy of this state is purely an effect of correlation.

\subsection{Basis and derivatives}

Let $f=e^{-ar_1-br_2-cr}$, $g=e^{-a'r_1-b'r_2-c'r}$ and $\psi=\sum_kd_k(1+P_{12})f_k$, where $P_{12}$ exchanges $a$ and $b$. Define the cosines
\begin{align}
\mu_1&=\hat{\mathbf r}_1\!\cdot\!\hat{\mathbf r}=\frac{r_1^2+r^2-r_2^2}{2r_1r},&
\mu_2&=-\hat{\mathbf r}_2\!\cdot\!\hat{\mathbf r}=\frac{r_2^2+r^2-r_1^2}{2r_2r},
\end{align}
which follow from squaring $\mathbf r_2=\mathbf r_1-\mathbf r$ and $\mathbf r_1=\mathbf r_2+\mathbf r$, and $\mu_{12}=\hat{\mathbf r}_1\!\cdot\!\hat{\mathbf r}_2=(r_1^2+r_2^2-r^2)/(2r_1r_2)$. Since $\nabla_1r=\hat{\mathbf r}$ and $\nabla_2r=-\hat{\mathbf r}$,
\begin{equation}
\nabla_1f=-(a\hat{\mathbf r}_1+c\hat{\mathbf r})f,\qquad\nabla_2f=-(b\hat{\mathbf r}_2-c\hat{\mathbf r})f .
\end{equation}
The divergence of a unit radial vector is $2/r$, and the derivative of $f$ supplies the squared vector, so
\begin{align}
\nabla_1^2f&=\Big(a^2+c^2-\frac{2a}{r_1}-\frac{2c}{r}+2ac\,\mu_1\Big)f,\label{lap1}\\
\nabla_2^2f&=\Big(b^2+c^2-\frac{2b}{r_2}-\frac{2c}{r}+2bc\,\mu_2\Big)f.\label{lap2}
\end{align}
The six-dimensional gradient product $G(f,g)=\nabla_1f\!\cdot\!\nabla_1g+\nabla_2f\!\cdot\!\nabla_2g$ is
\begin{equation}
G=\big[aa'+bb'+2cc'+(ac'+a'c)\mu_1+(bc'+b'c)\mu_2\big]fg ,
\end{equation}
and the kinetic matrix element is $\tfrac12\int G$.

For \eqref{oo} put $\mathbf P=a\hat{\mathbf r}_1+c\hat{\mathbf r}$ and $\mathbf Q=b'\hat{\mathbf r}_2-c'\hat{\mathbf r}$. Then $\nabla_1f\cdot W\cdot\nabla_2g=(fg/r)[\mathbf P\!\cdot\!\mathbf Q+(\mathbf P\!\cdot\!\hat{\mathbf r})(\mathbf Q\!\cdot\!\hat{\mathbf r})]$ with
\begin{align}
\mathbf P\!\cdot\!\mathbf Q&=ab'\mu_{12}-ac'\mu_1-cb'\mu_2-cc',\\
(\mathbf P\!\cdot\!\hat{\mathbf r})(\mathbf Q\!\cdot\!\hat{\mathbf r})&=(a\mu_1+c)(-b'\mu_2-c')=-ab'\mu_1\mu_2-ac'\mu_1-cb'\mu_2-cc' .
\end{align}
Averaging this with the same expression for $f\leftrightarrow g$ leaves the expectation value unchanged and makes the form invariant under exchange of the electrons:
\begin{align}
E_{oo}(f,g)=-\frac14\int\frac{fg}{r}\big[&(ab'+a'b)(\mu_{12}-\mu_1\mu_2)-2(ac'+a'c)\mu_1\nonumber\\
&-2(bc'+b'c)\mu_2-4cc'\big].
\end{align}
For any exchange-invariant form $O$, $O((1+P_{12})f,(1+P_{12})g)=2[O(f,g)+O(f,P_{12}g)]$, and the factor 2 cancels against the norm.

\subsection{Regular integrals}

Every integrand is $F(r_1,r_2,r)\,e^{-Ar_1-Br_2-Cr}$ with $A=a+a'$, $B=b+b'$, $C=c+c'$. Write $d^3r_1=4\pi r_1^2dr_1$ and $d^3r_2=2\pi r_2^2dr_2\,d\mu_{12}$; at fixed $r_1,r_2$, $r\,dr=-r_1r_2\,d\mu_{12}$, so the measure is $8\pi^2r_1r_2r\,dr_1dr_2dr$ on the region allowed by the triangle inequalities. The perimetric coordinates
\begin{equation}
u=r_1+r_2-r,\qquad v=r_1+r-r_2,\qquad w=r_2+r-r_1
\end{equation}
map that region on $u,v,w\ge0$. The inverse is $r_1=(u+v)/2$, $r_2=(u+w)/2$, $r=(v+w)/2$, whose Jacobian is $\tfrac18\cdot2=\tfrac14$. The measure becomes $2\pi^2r_1r_2r\,du\,dv\,dw$ and the exponent $-\tfrac12[(A+B)u+(A+C)v+(B+C)w]$. For $F=1/(r_1r_2r)$ the three integrals factorize:
\begin{equation}
\Gamma(A,B,C)=\int\frac{e^{-Ar_1-Br_2-Cr}}{r_1r_2r}=\frac{16\pi^2}{(A+B)(A+C)(B+C)} .
\label{master}
\end{equation}
Convergence needs only positive pair sums, so $c$ may be negative. Whenever $r_1r_2rF$ is a polynomial, it is expanded in $u^iv^jw^k$ and each factor is integrated with $\int_0^\infty x^ne^{-\lambda x}dx=n!/\lambda^{n+1}$.

The delta functions need no such machinery. At $\mathbf r_1=0$ one has $r=r_2$, and at $\mathbf r=0$ one has $r_1=r_2$; with $\int4\pi x^2e^{-\lambda x}dx=8\pi/\lambda^3$,
\begin{equation}
\langle f|\delta(\mathbf r_1)|g\rangle=\frac{8\pi}{(B+C)^3},\qquad\langle f|\delta(\mathbf r)|g\rangle=\frac{8\pi}{(A+B)^3}.
\label{direct}
\end{equation}

\subsection{Singular integrals}

An additional factor $1/r$ comes from $e^{-Cr}/r=\int_C^\infty e^{-C'r}dC'$. The partial fraction $1/[(A+C')(B+C')]=[1/(B+C')-1/(A+C')]/(A-B)$ gives
\begin{equation}
\int\frac{e^{-Ar_1-Br_2-Cr}}{r_1r_2r^2}=\frac{16\pi^2}{A^2-B^2}\,\ln\frac{A+C}{B+C},
\label{log}
\end{equation}
and powers of $r_1$, $r_2$ follow from $-\partial_A$, $-\partial_B$. Each derivative raises the power of $A-B$ in the denominator, and for $A\approx B$, which occurs exactly in every element $O(f,P_{12}f)$, the result is a small difference of large numbers. A stable form keeps the last integration undone. Put $v=st$, $w=s(1-t)$, $0\le t\le1$, so that $dv\,dw=s\,ds\,dt$ and
\begin{equation}
r=\frac s2,\qquad r_1=\frac{u+st}2,\qquad r_2=\frac{u+s(1-t)}2 .
\end{equation}
The exponent is $-\kappa u-D(t)s$ with $\kappa=(A+B)/2$ and $D(t)=\tfrac12[t(A+C)+(1-t)(B+C)]>0$. If $s\,r_1r_2rF=\sum_{ij}P_{ij}(t)u^is^j$ is a polynomial, then
\begin{equation}
\int F\,e^{-Ar_1-Br_2-Cr}=2\pi^2\sum_{ij}\frac{i!\,j!}{\kappa^{i+1}}\int_0^1\frac{P_{ij}(t)}{D(t)^{j+1}}\,dt .
\label{stable}
\end{equation}
The $t$ integrand is analytic on $[0,1]$, its only pole being the zero of $D$ outside the interval, so Gauss--Legendre quadrature converges exponentially, and $A=B$ is the easiest case. For $F=1/(r_1r_2r^2)$ one has $s/r=2$ and $\int_0^1dt/D=2\ln[(A+C)/(B+C)]/(A-B)$, which returns \eqref{log}. For $F=1/r^2$, $s\,r_1r_2/r=\tfrac12[u^2+us+s^2t(1-t)]$ and
\begin{equation}
\int\frac{e^{-Ar_1-Br_2-Cr}}{r^2}=\pi^2\int_0^1\Big[\frac{2}{\kappa^3D}+\frac1{\kappa^2D^2}+\frac{2t(1-t)}{\kappa D^3}\Big]dt .
\end{equation}
Negative powers of $r_1$ use the pair $(u,v)$ in the role of $(v,w)$, and those of $r_2$ the pair $(u,w)$.

The orbit--orbit term contains $r^{-3}$. With $\Lambda=r_1^2-r_2^2$,
\begin{equation}
\mu_1\mu_2=\frac{(r^2+\Lambda)(r^2-\Lambda)}{4r_1r_2r^2},\qquad r_1r_2r\,\frac{\mu_1\mu_2}{r}=\frac{r^2}{4}-\frac{\Lambda^2}{4r^2}.
\end{equation}
If $\Lambda^2$ is expanded in monomials, each behaves as $\int r^2dr/r^3$ at small $r$ and diverges logarithmically. The combination is harmless: $r_1-r_2=s(2t-1)/2$ and $r_1+r_2=u+s/2$, so
\begin{equation}
\Lambda^2/r^2=(2t-1)^2(u+s/2)^2 ,
\end{equation}
a polynomial, and \eqref{stable} applies. The cancellation must be made algebraically, before any number is inserted.

\subsection{Regularized delta functions}

Let $\Delta=\nabla_1^2+\nabla_2^2$. Then $\Delta(1/r_1)=-4\pi\delta(\mathbf r_1)$ and $\Delta(1/r)=-8\pi\delta(\mathbf r)$. Moving $\Delta$ on to the product $fg$ by two integrations by parts, with $\Delta(fg)=f\Delta g+g\Delta f+2G$,
\begin{align}
4\pi\langle f|\delta(\mathbf r_1)|g\rangle&=-\int\frac{f\Delta g+g\Delta f+2G}{r_1},\label{id1}\\
8\pi\langle f|\delta(\mathbf r)|g\rangle&=-\int\frac{f\Delta g+g\Delta f+2G}{r}.\label{id2}
\end{align}
These hold for any pair of basis functions. Their left sides are the elementary results \eqref{direct} and their right sides consist of singular integrals, so they test \eqref{stable} for every pair of functions. They do not contain the integrals with $\mu_1\mu_2$ that enter the orbit--orbit and mass-velocity terms; those are tested by the quadrature described below.

For an approximate $\psi$ with $E=\langle H_0\rangle$ define the residual $R=(H_0-E)\psi$, so that $\Delta\psi=-2[(E-V)\psi+R]$ and $\langle\psi|R\rangle=0$. Setting $f=g=\psi$ and dropping $R$ gives the Drachman forms
\begin{align}
4\pi\langle\delta(\mathbf r_1)\rangle_{\rm reg}&=4\langle(E-V)/r_1\rangle-2\langle G/r_1\rangle,\label{reg1}\\
8\pi\langle\delta(\mathbf r)\rangle_{\rm reg}&=4\langle(E-V)/r\rangle-2\langle G/r\rangle,\label{reg2}
\end{align}
where $\langle G/r_1\rangle=\int G(\psi,\psi)/r_1$. The dropped terms are $4\langle\psi|r_1^{-1}|R\rangle$ and $4\langle\psi|r^{-1}|R\rangle$.

The regularized value is not stationary, but it weights the error of $\psi$ differently. Let $\psi=\psi_0+\epsilon$ with $\psi_0$ exact and $\epsilon\perp\psi_0$; the errors of $E$ and of the norm are second order. The first-order error of the right side of \eqref{reg1} is $2q$ with $q=4\int(E-V)\epsilon\psi_0/r_1-2\int G(\epsilon,\psi_0)/r_1$. Integration by parts turns the second term into $2\int\epsilon\,[\Delta\psi_0/r_1+\nabla_1(1/r_1)\!\cdot\!\nabla_1\psi_0]$, the surface term at $r_1=\eta$ vanishing as $\eta$. The part with $\Delta\psi_0=-2(E-V)\psi_0$ cancels the first term, and
\begin{equation}
q=-2\int\frac{\epsilon\;\hat{\mathbf r}_1\!\cdot\!\nabla_1\psi_0}{r_1^2}.
\end{equation}
This is a volume average of $\epsilon$ with an integrable weight; how much smaller it is than the error of the direct value is not fixed by this argument and is read from the numbers below. The direct value samples $\epsilon$ on the set $\mathbf r_1=0$ alone, which has no weight in the energy.

\subsection{Mass-velocity term}

The square of \eqref{lap1} contains $\mu_1^2$ and with it $r_2^4/(r_1^2r^2)$, singular in two distances at once and outside the reach of \eqref{stable}. The pointwise identity $(\nabla_1^2\psi)^2+(\nabla_2^2\psi)^2=(\Delta\psi)^2-2\nabla_1^2\psi\nabla_2^2\psi$ and the expression for $\Delta\psi$ give
\begin{align}
\langle p_1^4+p_2^4\rangle&=\langle p_1^4+p_2^4\rangle_{\rm reg}+8\langle(E-V)\psi|R\rangle+4\|R\|^2,\label{p4diff}\\
\langle p_1^4+p_2^4\rangle_{\rm reg}&=4\,(E^2-2E\langle V\rangle+\langle V^2\rangle)-2L_{12},\qquad L_{12}=\int\nabla_1^2\psi\,\nabla_2^2\psi .\label{p4reg}
\end{align}
$L_{12}$ is built from the sixteen products of $\{1,r_1^{-1},r^{-1},\mu_1\}$ and $\{1,r_2^{-1},r^{-1},\mu_2\}$. After multiplication by $r_1r_2r$ only negative powers of $r$ remain: $r^{-2}$ gives $r_1r_2/r$, $\mu_1/r$ gives $r_2(r_1^2+r^2-r_2^2)/(2r)$, $\mu_1\mu_2$ gives $(r^4-\Lambda^2)/(4r)$, and $\mu_1/r_2$ gives a polynomial. $V^2$ contains $r_1^{-2}$, $r_2^{-2}$, $r^{-2}$ one at a time. No delta term is hidden in $L_{12}$, since both factors are square integrable.

The correction $E_2$ has been reduced to four kinds of expectation value for the singlet S state, and the matrix elements and regularized forms needed to compute them in the exponential basis have been derived. It remains to check these forms in exact limits, evaluate each term numerically, verify the results independently and estimate the basis error.
